# Electron Levels at a Net-Charged Donor Sheet in a Uniform Insulator, part 1

(Sections cited here and not found follow in the second part.)

## 1. The bare sheet and its levels

### A sheet midway between two equal plates

Take an insulating film of permittivity $\varepsilon$ with identical metal electrodes at $z=-d$ and $z=+d$, both held at the same potential. At $z=0$ lies a plane of ionized donors with net positive charge $eN$ per unit area, where $e>0$. The charge is treated as smeared evenly over the plane, and there is no other charge inside the film.

The electric field then has one constant value on each side, $\mathcal E_+$ for $z>0$ and $\mathcal E_-$ for $z<0$. Gauss's law, applied to a thin box around the sheet, fixes the jump:

$$\mathcal E_+-\mathcal E_-=\frac{eN}{\varepsilon}.$$

The plates are at equal potential, so the field integrates to zero across the film:

$$\mathcal E_+d+\mathcal E_-d=0 .$$

Hence $\mathcal E_-=-\mathcal E_+$, and

$$\mathcal E_+=F,\qquad \mathcal E_-=-F,\qquad F=\frac{eN}{2\varepsilon}. \tag{1}$$

The field points away from the sheet on both sides, and each plate carries $-eN/2$ per unit area. With the electrostatic potential set to zero at the sheet, it is $-F|z|$ elsewhere. An electron has charge $-e$, so its potential energy is

$$V(z)=eF|z| . \tag{2}$$

This is a symmetric V, and it pulls the electron towards the sheet with a force of constant size $eF$.

Two conditions have entered besides the smearing. The first is that the donors' own electrons have gone to the plates. If they stay near the sheet, sheet and electrons together are neutral, the field outside them vanishes, and (2) fails. A sheet that has lost its electrons is called "bare" here. The second condition is the symmetry of the surroundings. Gauss's law gives the jump of the field but not its division between the sides. For plates at distances $d_+$ and $d_-$, equal potentials require $F_+d_+=F_-d_-$, where $F_\pm$ are the field strengths, while $F_++F_-=eN/\varepsilon$. Therefore

$$F_+=\frac{eN}{\varepsilon}\,\frac{d_-}{d_++d_-},\qquad F_-=\frac{eN}{\varepsilon}\,\frac{d_+}{d_++d_-}.$$

The nearer plate faces the stronger field. The two strengths agree when $d_+=d_-$.

### From three dimensions to one

The electron is described by a single isotropic effective mass $m$. Since $V$ depends on $z$ alone, the wave function may be written as $e^{i\mathbf k\cdot\mathbf r}\psi(z)$, with $\mathbf r$ and $\mathbf k$ in the plane of the sheet. The in-plane derivatives give $\hbar^2k^2/2m$, and what remains is

$$-\frac{\hbar^2}{2m}\psi''(z)+eF|z|\,\psi(z)=E\,\psi(z). \tag{3}$$

The total energy is $E+\hbar^2k^2/2m$. Each solution $E$ is thus the lower edge of a subband. All energies are measured from the bottom of the V. For now the plates are taken to be so far away that $\psi$ has died out before reaching them.

Let $z=\ell\xi$. Equation (3) becomes

$$-\frac{\hbar^2}{2m\ell^2}\frac{d^2\psi}{d\xi^2}+eF\ell\,|\xi|\psi=E\psi .$$

The two coefficients are equal if $\ell^3=\hbar^2/(2meF)$. This choice defines a length and an energy:

$$\ell=\left(\frac{\hbar^2}{2meF}\right)^{1/3},\qquad
E_0=eF\ell=\left(\frac{\hbar^2e^2F^2}{2m}\right)^{1/3}. \tag{4}$$

The second form of $E_0$ follows from $E_0^3=(eF)^3\ell^3=(eF)^2\hbar^2/2m$. Dividing by $E_0$ and writing $\lambda=E/E_0$ leaves an equation without parameters:

$$\frac{d^2\psi}{d\xi^2}=(|\xi|-\lambda)\psi . \tag{5}$$

### The decaying solution

For $\xi>0$ put $x=\xi-\lambda$. Then (5) is the Airy equation $y''=xy$. To find its behaviour at large $x$, write $y=e^{S}$, which gives $S''+S'^2=x$. To leading order $S'=\pm\sqrt x$. For the next term put $S'=\pm\sqrt x+s$ with $s$ small. The terms of next order give

$$\pm\frac{1}{2\sqrt x}\pm2\sqrt x\,s=0,\qquad s=-\frac1{4x}.$$

Integration yields $y\sim x^{-1/4}\exp(\pm\tfrac23x^{3/2})$. One solution grows and one decays. The decaying one, up to a constant factor, is the Airy function $\mathrm{Ai}(x)$; the growing function $\mathrm{Bi}(x)$ must be absent from a bound state. Thus

$$\psi\propto\mathrm{Ai}(\xi-\lambda)\qquad(\xi>0).$$

Where no library routine for $\mathrm{Ai}$ is at hand, $y''=xy$ can be integrated numerically inwards from a large positive $x$, starting with $y'/y=-\sqrt x-1/(4x)$. The normalization of $y$ does not affect the positions of the zeros needed below.

### Matching at the sheet

Integrating (3) over $-\eta<z<\eta$ shows that $\psi'(\eta)-\psi'(-\eta)$ tends to zero with $\eta$, because $V$ is finite. Both $\psi$ and $\psi'$ are therefore continuous at the sheet; the corner of the V causes no corner in $\psi$.

The potential is symmetric, so the states may be taken as even or odd. An even function has an odd derivative, which must vanish at the origin when it is continuous there. An odd function vanishes there itself. The levels follow from

$$\mathrm{Ai}'(-\lambda)=0\ \text{(even)},\qquad \mathrm{Ai}(-\lambda)=0\ \text{(odd)}. \tag{6}$$

The ground state is even, as the following argument shows. For a real ground state $\psi$, the function $|\psi|$ has the same norm and the same mean energy, so it is also a ground state and obeys (3). If $\psi$ changed sign at some point, $|\psi|$ would have a zero there, and its continuous derivative would also be zero. A second-order equation with both values zero has the trivial solution alone. The ground state thus has no node, which excludes the odd states.

The zeros of $\mathrm{Ai}'$ are negative. Suppose $\mathrm{Ai}'(x_0)=0$ with $x_0\ge0$. Integration of $(\mathrm{Ai}\,\mathrm{Ai}')'=\mathrm{Ai}'^2+x\mathrm{Ai}^2$ from $x_0$ to infinity gives zero on the left and a positive number on the right, a contradiction. Let $-a$ be the zero of $\mathrm{Ai}'$ nearest the origin. Numerically $a=1.018793$, and

$$E_1=aE_0=a\left(\frac{\hbar^2e^2F^2}{2m}\right)^{1/3}. \tag{7}$$

The next level is odd. Between two neighbouring zeros of $\mathrm{Ai}'$ there is a zero of $\mathrm{Ai}''=x\mathrm{Ai}$, hence a zero of $\mathrm{Ai}$, since $x\neq0$ there. The first odd level therefore lies below the second even one. The first zero of $\mathrm{Ai}$ is at $-2.338107$, so the odd level is $2.338\,E_0$.

Inserting (1) into (7) displays the dependence on the material and the doping:

$$E_1=a\left(\frac{\hbar^2e^4N^2}{8m\varepsilon^2}\right)^{1/3},\qquad
\frac{\delta E_1}{E_1}\simeq\frac23\frac{\delta N}{N}-\frac23\frac{\delta\varepsilon}{\varepsilon}-\frac13\frac{\delta m}{m}. \tag{8}$$

The second relation holds for small changes. A relative error of 10% in the net charge thus moves the level by about 7%.

### Size of the state

The normalization can be done in closed form. Differentiation gives

$$\frac{d}{dx}\left(x\mathrm{Ai}^2-\mathrm{Ai}'^2\right)=\mathrm{Ai}^2+2x\mathrm{Ai}\,\mathrm{Ai}'-2\mathrm{Ai}'\,(x\mathrm{Ai})=\mathrm{Ai}^2 .$$

Since $\mathrm{Ai}'(-a)=0$, the integral from $-a$ to infinity is $a\,\mathrm{Ai}(-a)^2$. With $\psi=C\,\mathrm{Ai}(|z|/\ell-a)$, the two sides together give $1=2\ell C^2a\,\mathrm{Ai}(-a)^2$, and so

$$|\psi(0)|^2=\frac{1}{2a\ell}. \tag{9}$$

For the mean distance, compress the state by a factor $s$, using $\sqrt s\,\psi(sz)$. The norm is unchanged, the mean kinetic energy becomes $s^2\langle T\rangle$ and the mean potential energy $\langle V\rangle/s$. An eigenstate has stationary energy at $s=1$, which requires $2\langle T\rangle=\langle V\rangle$. Together with $\langle T\rangle+\langle V\rangle=E_1$ this gives

$$\langle T\rangle=\frac{E_1}{3},\qquad \langle V\rangle=\frac{2E_1}{3},\qquad
\langle|z|\rangle=\frac{2E_1}{3eF}=\frac{2a\ell}{3}. \tag{10}$$

### Numbers for a thin oxide film

Let $m=0.20\,m_e$, with $m_e$ the electron mass, relative permittivity 20, $N=2\times10^{13}\ \mathrm{cm^{-2}}$ and $d=10$ nm. The field is

$$F=\frac{(1.602\times10^{-19}\,\mathrm C)(2\times10^{17}\,\mathrm{m^{-2}})}{2\times20\times8.854\times10^{-12}\,\mathrm{F/m}}=0.905\ \mathrm{MV/cm}.$$

Hence $eF=0.0905$ eV/nm. With $\hbar^2/2m=0.1905\ \mathrm{eV\,nm^2}$,

$$\ell=\left(\frac{0.1905}{0.0905}\right)^{1/3}\mathrm{nm}=1.28\ \mathrm{nm},\qquad E_0=0.0905\times1.282\ \mathrm{eV}=0.116\ \mathrm{eV},$$

and $E_1=1.0188\times0.116\ \mathrm{eV}=0.118$ eV, or 118 meV. The mean distance from the sheet is 0.87 nm. A direct solution of (3), with the second derivative replaced by differences on a grid of spacing 0.01 nm between $-15$ and $15$ nm, gives 0.118141 eV; formula (7) gives 0.118142 eV. These digits test the solution of the model and not its accuracy for a material.

For other parameters, (8) can be used in the form

$$E_1\simeq118\ \mathrm{meV}\left(\frac{N}{2\times10^{13}\,\mathrm{cm^{-2}}}\right)^{2/3}\left(\frac{20}{\varepsilon_r}\right)^{2/3}\left(\frac{0.20}{m/m_e}\right)^{1/3},$$

where $\varepsilon_r$ is the relative permittivity.

The first odd level is at 0.271 eV, 0.153 eV above the ground level. Both subbands have the same density of in-plane states, so for a dilute, thermalized population the ratio of their occupations is the Boltzmann factor of the spacing. At 300 K, where $k_BT=25.9$ meV, it is 0.0027. The field is 0.3 of a rough breakdown scale of 3 MV/cm. Since $F\propto N$, a much denser bare sheet would approach that scale.

### Unequal contacts

If the contacts differ by an energy $U$ across the film, a term $gz$ with $g=U/2d$ is added to (2). Its mean value in the even ground state is zero, so there is no shift of first order. The true ground energy cannot exceed the mean energy of any trial state. The old ground state is a trial state with mean energy $E_1$, so the level cannot rise. For $U=0.20$ eV, $g=0.20/20=0.010$ eV/nm, and a grid solution gives a shift of $-0.8$ meV relative to the potential at the sheet.

For a larger asymmetry, define $\ell_\pm$ and $E_{0\pm}$ by (4) with the field strengths $F_\pm$. The outward decaying solutions are $\mathrm{Ai}(|z|/\ell_\pm-E/E_{0\pm})$. Their logarithmic derivatives must agree at the sheet, and on the left the derivative of $|z|$ is $-1$. Therefore

$$\frac{\mathrm{Ai}'(-E/E_{0+})}{\ell_+\mathrm{Ai}(-E/E_{0+})}+\frac{\mathrm{Ai}'(-E/E_{0-})}{\ell_-\mathrm{Ai}(-E/E_{0-})}=0 .$$

Equal slopes return the even condition in (6).

### A doped layer of finite thickness

Suppose that the dopants are spread evenly over $|z|<w/2$ while $N$ stays fixed. By Gauss's law the force inside grows in proportion to $z$ and reaches $eF$ at the edge. Integration gives $V=eFz^2/w+c$ inside. Continuity with the outer value $eFw/2$ at $|z|=w/2$ requires $c=eFw/4$. The change from the sharp V is

$$\delta V=eF\left(\frac{z^2}{w}+\frac w4-|z|\right)=\frac{eF}{w}\left(|z|-\frac w2\right)^2 .$$

For $w\ll\ell$ the density hardly varies across the layer, and first-order perturbation theory gives

$$\delta E\simeq|\psi(0)|^2\,\frac{2eF}{w}\int_0^{w/2}\left(z-\frac w2\right)^2dz=\frac{eF|\psi(0)|^2w^2}{12}. \tag{11}$$

For $w=1$ nm, with $|\psi(0)|^2=0.383\ \mathrm{nm^{-1}}$, this is 2.9 meV; a grid solution gives 2.8 meV. The reference energy needs care. The shift is measured from the point where the outer straight lines would meet. The actual bottom lies $eFw/4=22.6$ meV above that point, so measured from the bottom the level is lower, at about 98 meV.

## 2. Corrections and limits of use

The symbols are as follows. A smeared sheet of net charge $eN$ per area lies midway between plates at $\pm d$, in an insulator of permittivity $\varepsilon$. An electron of mass $m$ has potential energy $V=eF|z|$ with $F=eN/2\varepsilon$. The length and energy scales are $\ell=(\hbar^2/2meF)^{1/3}$ and $E_0=eF\ell$. The ground level is $E_1=aE_0$, with $a=1.0188$ and $\mathrm{Ai}'(-a)=0$, and its mean distance from the sheet is $\langle|z|\rangle=2a\ell/3$. The example has $m=0.20\,m_e$, relative permittivity 20, $N=2\times10^{13}\ \mathrm{cm^{-2}}$ and $d=10$ nm. It gives $eF=0.0905$ eV/nm, $\ell=1.28$ nm, $E_0=0.116$ eV and $E_1=118$ meV.

For a bare, evenly smeared sheet midway between the plates, the ground level is $E_1=aE_0$, or 118 meV in the example, and the effects of unequal contacts and of a finite dopant layer have been estimated. What remains is to examine retained electrons, the conditions for an empty sheet, escape to the plates, and the corrections from image charge, band shape, lattice polarization and the placement of individual donors.

Numbers in the example were calculated in double precision.
